# Does Resist Refraction Shrink Two-Beam Interference Fringes?: verification in Python

```python
"""
Result under test: two beams entering a flat film from air at +theta and
-theta keep the lateral fringe period wavelength/(2 sin(theta)) in the film.
The film index changes the vertical standing-wave period, not the lateral one.

Symbols: s = sin(theta), q = sqrt(n^2 - s^2) is the normal wavevector in the
film divided by the vacuum wavenumber k. x is lateral, z is along the normal.
Lengths are in nm unless a name says otherwise. Time factor exp(-i omega t).
Indices and tool parameters are rough typical values for a helium-cadmium
laser exposing resist on silicon.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import splu

wavelength = 325.0
theta = np.radians(35.0)
n_resist, kappa = 1.7, 0.02
n_substrate = 5.0 + 3.0j
thickness = 300.0
k = 2 * np.pi / wavelength
s, c = np.sin(theta), np.cos(theta)
q = np.sqrt(n_resist**2 - s**2)
theta_film = np.arcsin(s / n_resist)
period = wavelength / (2 * s)
mistaken_period = period / n_resist
vertical_period = wavelength / (2 * q)


# Full-wave test: the sources fix beam directions in air by geometry only.
# An absorbing outer layer removes outgoing waves; a mirror lies at z = 0.
grid_step = 12.5
wave_film_thickness = 400.0
x_grid = grid_step * np.arange(-220, 221)
z_grid = grid_step * np.arange(1, 241)


def stretch(position, inner_limit):
    depth = np.maximum(np.abs(position) - inner_limit, 0.0)
    return 1 + 5j * (depth / 400.0)**2


def second_derivative(position, inner_limit):
    middle = np.append(position - grid_step / 2,
                       position[-1] + grid_step / 2)
    inverse = 1 / stretch(middle, inner_limit)
    matrix = diags([inverse[1:-1], -(inverse[:-1] + inverse[1:]),
                    inverse[1:-1]], [-1, 0, 1]) / grid_step**2
    return diags(1 / stretch(position, inner_limit)) @ matrix


def full_wave_field(film_index):
    xx, zz = np.meshgrid(x_grid, z_grid)
    permittivity = np.ones(xx.shape, dtype=complex)
    permittivity[zz < wave_film_thickness] = film_index**2
    on_face = np.isclose(zz, wave_film_thickness)
    permittivity[on_face] = (1 + film_index**2) / 2
    source = np.zeros(xx.shape, dtype=complex)
    beam_width, source_distance, aim_height = 812.5, 1650.0, 200.0
    for side in (1, -1):
        ux, uz = side * s, -c
        dx = xx + source_distance * ux
        dz = zz - aim_height + source_distance * uz
        along = dx * ux + dz * uz
        across = -dx * uz + dz * ux
        source += np.exp(-(along / 40.0)**2 - (across / beam_width)**2)
    source[zz < wave_film_thickness + 50] = 0
    operator = (kron(second_derivative(z_grid, 2600.0),
                     identity(len(x_grid)))
                + kron(identity(len(z_grid)),
                       second_derivative(x_grid, 2350.0))
                + diags(k**2 * permittivity.ravel()))
    factors = splu(operator.tocsc(), permc_spec="MMD_AT_PLUS_A",
                   diag_pivot_thresh=0.01, options={"SymmetricMode": True})
    return factors.solve(source.ravel()).reshape(xx.shape)


def spacing_of_minima(position, field, low, high):
    fine = np.linspace(low, high, 18001)
    intensity = np.abs(CubicSpline(position, field)(fine))**2
    dark = np.where((intensity[1:-1] < intensity[:-2])
                    & (intensity[1:-1] < intensity[2:]))[0] + 1
    assert len(dark) >= 2
    return (fine[dark[-1]] - fine[dark[0]]) / (len(dark) - 1)


def measured_lateral_period(field):
    inside = z_grid < wave_film_thickness
    centre = len(x_grid) // 2
    row = np.argmax(np.abs(field[inside, centre])**2)
    return spacing_of_minima(x_grid, field[row], -900.0, 900.0)


field_air = full_wave_field(1.0)
field_resist = full_wave_field(n_resist + 1j * kappa)
wave_period_air = measured_lateral_period(field_air)
wave_period_resist = measured_lateral_period(field_resist)
centre_column = field_resist[:, len(x_grid) // 2]
wave_vertical = spacing_of_minima(np.append(0, z_grid),
                                  np.append(0, centre_column), 30.0, 390.0)
# Three percent allows for finite beam width and the finite grid.
assert abs(wave_period_air / period - 1) < 0.03
assert abs(wave_period_resist / period - 1) < 0.03
assert abs(wave_period_resist / mistaken_period - 1) > 0.5
assert abs(wave_vertical / vertical_period - 1) < 0.03


# Stationary optical path: no law of refraction is supplied.
# Coordinates here are in micrometres.
def optical_path(direction, surfaces, indices, target):
    def length(parameters):
        points = [point + value * tangent for (point, tangent), value
                  in zip(surfaces, parameters)] + [target]
        total = np.dot(direction, points[0])
        for index, start, end in zip(indices, points[:-1], points[1:]):
            total += index * np.linalg.norm(end - start)
        return total
    return minimize(length, np.zeros(len(surfaces)), method="BFGS",
                    options={"gtol": 1e-7}).fun


def fringe_vector(directions, surface_sets, indices, target):
    step = 0.2
    result = []
    for axis in np.eye(2):
        values = []
        for sign in (1, -1):
            place = target + sign * step / 2 * axis
            paths = [optical_path(u, faces, indices, place)
                     for u, faces in zip(directions, surface_sets)]
            values.append(paths[0] - paths[1])
        result.append((values[0] - values[1]) / step)
    return np.array(result)


def beam(angle, side):
    return np.array([side * np.sin(angle), -np.cos(angle)])


along_x = np.array([1.0, 0.0])
top = (np.array([0.0, 0.0]), along_x)
lower = (np.array([0.0, -1.0]), along_x)
pair = [beam(theta, 1), beam(theta, -1)]
target = np.array([0.1, -0.5])
flat = fringe_vector(pair, [[top]] * 2, [n_resist], target)
path_period = wavelength / abs(flat[0])
assert abs(path_period / period - 1) < 1e-5

n_liquid = 1.35
layered = fringe_vector(pair, [[top, lower]] * 2, [n_liquid, n_resist],
                        np.array([0.1, -1.5]))
liquid_period = wavelength / abs(layered[0])
assert abs(liquid_period / period - 1) < 1e-5

n_prism, theta_prism = 1.5, np.radians(60.0)
prism_pair = [beam(theta_prism, 1), beam(theta_prism, -1)]
prism_faces = [[(-5 * u, np.array([-u[1], u[0]])), top] for u in prism_pair]
prism = fringe_vector(prism_pair, prism_faces, [n_prism, n_resist], target)
prism_period = wavelength / (2 * n_prism * np.sin(theta_prism))
assert abs(wavelength / abs(prism[0]) / prism_period - 1) < 1e-5
assert prism_period < wavelength / 2

# Unequal angles arise when the sample is rotated under the same two beams.
rotation = np.radians(15.0)
angle_1, angle_2 = theta + rotation, theta - rotation
rotated = fringe_vector([beam(angle_1, 1), beam(angle_2, -1)],
                        [[top]] * 2, [n_resist], target)
rotated_lateral = wavelength / (np.sin(angle_1) + np.sin(angle_2))
q_1 = np.sqrt(n_resist**2 - np.sin(angle_1)**2)
q_2 = np.sqrt(n_resist**2 - np.sin(angle_2)**2)
rotated_spacing = wavelength / np.hypot(
    np.sin(angle_1) + np.sin(angle_2), q_1 - q_2)
assert abs(wavelength / abs(rotated[0]) / rotated_lateral - 1) < 1e-5
assert abs(wavelength / np.linalg.norm(rotated) / rotated_spacing - 1) < 1e-5

# A sloped resist face above a flat substrate.
slope = 0.05
sloped_top = (np.zeros(2), np.array([np.cos(slope), np.sin(slope)]))
sloped = fringe_vector(pair, [[sloped_top]] * 2, [n_resist], target)
slope_change = abs(abs(flat[0] / sloped[0]) - 1)
slope_estimate = slope**2 * (1 - c / q)
assert abs(slope_change / slope_estimate - 1) < 0.05


# In-plane polarization: obtain electric fields by differentiating H.
def sampled_contrast(index):
    normal = np.sqrt(index**2 - s**2)
    x = np.linspace(0, period, 2001)

    def magnetic(x_value, z_value):
        return (np.exp(1j * k * (s * x_value - normal * z_value))
                + np.exp(1j * k * (-s * x_value - normal * z_value)))
    d = 0.01
    ex = (magnetic(x, d) - magnetic(x, -d)) / (2 * d)
    ez = -(magnetic(x + d, 0) - magnetic(x - d, 0)) / (2 * d)
    intensity = np.abs(ex)**2 + np.abs(ez)**2
    return np.ptp(intensity) / (intensity.max() + intensity.min())


contrast_air = abs(np.cos(2 * theta))
contrast_film = abs(np.cos(2 * theta_film))
assert abs(sampled_contrast(1.0) - contrast_air) < 1e-5
assert abs(sampled_contrast(n_resist) - contrast_film) < 1e-5

# Reflection from the substrate, for a lossless resist and E normal to plane.
q_substrate = np.sqrt(n_substrate**2 - s**2)
reflection = (q - q_substrate) / (q + q_substrate)
swing = ((1 + abs(reflection)) / (1 - abs(reflection)))**2
heights = np.linspace(0, k * thickness, 6001)
wave = solve_ivp(lambda z, y: [y[1], -q**2 * y[0]], (0, heights[-1]),
                 np.array([1, -1j * q_substrate], dtype=complex),
                 t_eval=heights, rtol=1e-9, atol=1e-11)
wave_intensity = np.abs(wave.y[0])**2
assert abs(wave_intensity.max() / wave_intensity.min() / swing - 1) < 1e-3

# Absorption: complex normal wavevector against loss along the slanted ray.
q_complex = np.sqrt((n_resist + 1j * kappa)**2 - s**2)
film_transmission = np.exp(-2 * k * q_complex.imag * thickness)
ray_transmission = np.exp(-2 * k * kappa * thickness / np.cos(theta_film))
assert abs(film_transmission / ray_transmission - 1) < 1e-3

# Sizes of neglected effects, using rough tool and material parameters.
angle_error = np.radians(0.1)
angle_change = abs(s / np.sin(theta + angle_error) - 1)
air_excess = 2.8e-4
air_change = 1 - 1 / (1 + air_excess)
field_edge_mm, source_mm = 10.0, 1000.0
edge_sines = [(source_mm * s + sign * field_edge_mm)
              / np.hypot(source_mm * s + sign * field_edge_mm, source_mm * c)
              for sign in (1, -1)]
curvature_change = abs(2 * s / sum(edge_sines) - 1)
coherence_mm = 100.0
path_difference_mm = 2 * field_edge_mm * s
coherence_contrast = np.exp(-(path_difference_mm / coherence_mm)**2)
bleach_range = 0.01
bleach_phase = k * bleach_range / 2 * thickness / np.cos(theta_film)
expansion, temperature_change = 2.6e-6, 5.0
thermal_change = expansion * temperature_change
photon_energy = constants.h * constants.c / (wavelength * 1e-9 * constants.e)

print(f"Vacuum wavelength: {wavelength:.1f} nm")
print(f"Photon energy: {photon_energy:.3f} eV")
print(f"Beam angle in air: {np.degrees(theta):.1f} deg")
print(f"Resist index, real part (rough): {n_resist:.2f}")
print(f"Resist index, imaginary part (rough): {kappa:.3f}")
print(f"Silicon index (rough): {n_substrate.real:.1f} + "
      f"{n_substrate.imag:.1f}i")
print(f"Resist thickness: {thickness:.0f} nm")
print(f"sin(theta) in air: {s:.4f}; in resist: {s / n_resist:.4f}")
print(f"Beam angle in resist: {np.degrees(theta_film):.2f} deg")
print(f"Wavelength in resist: {wavelength / n_resist:.1f} nm")
print(f"Lateral period, air and resist: {period:.1f} nm")
print(f"Mistaken period, divided by index: {mistaken_period:.1f} nm")
print(f"Full-wave lateral period, no film: {wave_period_air:.1f} nm")
print(f"Full-wave lateral period, resist: {wave_period_resist:.1f} nm")
print(f"Full-wave test film thickness: {wave_film_thickness:.0f} nm")
print(f"Stationary-path lateral period: {path_period:.1f} nm")
print(f"Normal wavevector factor q: {q:.4f}")
print(f"Vertical standing-wave period: {vertical_period:.1f} nm")
print(f"Full-wave vertical period: {wave_vertical:.1f} nm")
print(f"In-plane polarization contrast, air: {contrast_air:.3f}")
print(f"In-plane polarization contrast, resist: {contrast_film:.3f}")
print(f"Shortest period from air, limit: {wavelength / 2:.1f} nm")
print(f"Flat liquid layer index: {n_liquid:.2f}")
print(f"Period with flat liquid layer: {liquid_period:.1f} nm")
print(f"Prism index: {n_prism:.2f}")
print(f"Beam angle in prism: {np.degrees(theta_prism):.1f} deg")
print(f"Period with prism: {prism_period:.1f} nm")
print(f"Sample rotation: {np.degrees(rotation):.1f} deg")
print(f"Rotated angles: {np.degrees(angle_1):.1f}, "
      f"{np.degrees(angle_2):.1f} deg")
print(f"Rotated sample, lateral period: {rotated_lateral:.1f} nm")
print(f"Rotated, perpendicular spacing in air: {period:.1f} nm")
print(f"Rotated, perpendicular spacing in resist: "
      f"{rotated_spacing:.1f} nm")
print(f"Substrate reflection amplitude: {abs(reflection):.3f}")
print(f"Vertical intensity max/min, lossless: {swing:.1f}")
print(f"One-pass intensity transmission: {film_transmission:.3f}")
print(f"Angle error: {np.degrees(angle_error):.2f} deg")
print(f"Period change from angle error: {100 * angle_change:.3f} %")
print(f"Air index minus one (rough): {air_excess:.1e}")
print(f"Period change from air index: {100 * air_change:.3f} %")
print(f"Distance from field centre: {field_edge_mm:.0f} mm")
print(f"Point-source distance: {source_mm:.0f} mm")
print(f"Period change from curvature: {100 * curvature_change:.4f} %")
print(f"Coherence length, 1/e contrast (rough): {coherence_mm:.0f} mm")
print(f"Path difference at field edge: {path_difference_mm:.2f} mm")
print(f"Coherence contrast factor at edge: {coherence_contrast:.4f}")
print(f"Resist surface slope: {slope:.3f} rad")
print(f"Period change from surface slope: {100 * slope_change:.3f} %")
print(f"Bleaching index range (rough): {bleach_range:.3f}")
print(f"Bleaching phase amplitude: {bleach_phase:.4f} rad")
print(f"Silicon thermal expansion (rough): {expansion:.1e} 1/K")
print(f"Temperature change: {temperature_change:.1f} K")
print(f"Thermal period change: {100 * thermal_change:.4f} %")
print("every check passed")
```

Output:

```
Vacuum wavelength: 325.0 nm
Photon energy: 3.815 eV
Beam angle in air: 35.0 deg
Resist index, real part (rough): 1.70
Resist index, imaginary part (rough): 0.020
Silicon index (rough): 5.0 + 3.0i
Resist thickness: 300 nm
sin(theta) in air: 0.5736; in resist: 0.3374
Beam angle in resist: 19.72 deg
Wavelength in resist: 191.2 nm
Lateral period, air and resist: 283.3 nm
Mistaken period, divided by index: 166.7 nm
Full-wave lateral period, no film: 284.9 nm
Full-wave lateral period, resist: 283.5 nm
Full-wave test film thickness: 400 nm
Stationary-path lateral period: 283.3 nm
Normal wavevector factor q: 1.6003
Vertical standing-wave period: 101.5 nm
Full-wave vertical period: 100.9 nm
In-plane polarization contrast, air: 0.342
In-plane polarization contrast, resist: 0.772
Shortest period from air, limit: 162.5 nm
Flat liquid layer index: 1.35
Period with flat liquid layer: 283.3 nm
Prism index: 1.50
Beam angle in prism: 60.0 deg
Period with prism: 125.1 nm
Sample rotation: 15.0 deg
Rotated angles: 50.0, 20.0 deg
Rotated sample, lateral period: 293.3 nm
Rotated, perpendicular spacing in air: 283.3 nm
Rotated, perpendicular spacing in resist: 290.7 nm
Substrate reflection amplitude: 0.626
Vertical intensity max/min, lossless: 18.9
One-pass intensity transmission: 0.782
Angle error: 0.10 deg
Period change from angle error: 0.248 %
Air index minus one (rough): 2.8e-04
Period change from air index: 0.028 %
Distance from field centre: 10 mm
Point-source distance: 1000 mm
Period change from curvature: 0.0101 %
Coherence length, 1/e contrast (rough): 100 mm
Path difference at field edge: 11.47 mm
Coherence contrast factor at edge: 0.9869
Resist surface slope: 0.050 rad
Period change from surface slope: 0.122 %
Bleaching index range (rough): 0.010
Bleaching phase amplitude: 0.0308 rad
Silicon thermal expansion (rough): 2.6e-06 1/K
Temperature change: 5.0 K
Thermal period change: 0.0013 %
every check passed
```
